# Why a Rebonded Silicon Ring Hexavacancy Can Be Nearly Electrically Inactive

**Q.** Six atoms are missing from my silicon crystal, and they formed a closed six-membered ring. How many broken bonds should I count, and how are they arranged?

**A.** Each removed atom had four bonds, two to its neighbours in the ring and two to atoms outside. The ring bonds disappear with the atoms. Each outside bond leaves one dangling orbital on a surviving atom, so there are $6\times2=12$ dangling orbitals.

They sit on twelve different atoms. Suppose two ring sites, $k$ steps apart along the ring, shared an outside neighbour. The path through that neighbour would close a loop of $k+2$ bonds. Since $k$ is 1, 2 or 3, the loop would have 3, 4 or 5 bonds, and the diamond lattice has no loop shorter than six.

Two dangling orbitals therefore face each empty site. One, which I call axial, is parallel to the ring's threefold axis; the other, the equatorial one, points in from the side. In the neutral defect each orbital brings one electron.

**Q.** Would a row of vacancies not do as well as a ring?

**A.** Not by this counting. In an open chain of $n\ge2$ neighbouring vacancies, the $n-2$ interior sites are each faced by two dangling orbitals and the two end sites by three. The total is $2(n-2)+6=2n+2$. Pairing within each site leaves one orbital over at each end. Closing the ring removes the ends. Leftover orbitals in a chain may still bond over longer distances, so the count shows a disadvantage of the chain, not a proof that it is active.

**Q.** What does one facing pair do to the energy levels?

**A.** Let both orbitals have energy $\varepsilon$, let the hopping between them be $-t$ with $t>0$, and neglect their overlap. Then

$$H=\begin{pmatrix}\varepsilon&-t\\-t&\varepsilon\end{pmatrix},\qquad (E-\varepsilon)^2=t^2,\qquad E=\varepsilon\mp t .$$

The lower level belongs to the sum of the orbitals and is bonding; the upper belongs to their difference and is antibonding. Two electrons of opposite spin fill the lower one. A half-filled pair of levels at $\varepsilon$ has become a filled level and an empty level separated by $2t$.

**Q.** The six pairs are close together. Could coupling between them undo the splitting?

**A.** It can reduce it. To see how, keep just one more kind of link, between axial orbitals on the same side of the ring. In the unrelaxed ring these atoms are as close together as the facing ones. The links form two triangles, one above and one below. Let the hopping along a triangle edge be $-u$, with $u\ge0$, and neglect all other links. This is a solvable illustration, not a full account of the ring: some neglected links are stronger than $u$, as the numbers below show.

In one triangle, label the axial orbitals $a_j$ and their equatorial partners $e_j$, with $j=1,2,3$. Threefold symmetry allows combinations with phase factors $e^{ij\phi}$, where $\phi=0,\pm2\pi/3$. Each axial orbital has two axial neighbours, which contribute

$$-u(e^{i\phi}+e^{-i\phi})=-2u\cos\phi\equiv A .$$

Thus $A=-2u$ for $\phi=0$, and $A=u$ for the other two phases. Measuring energy from $\varepsilon$, each phase gives

$$\begin{pmatrix}A&-t\\-t&0\end{pmatrix},\qquad E^2-AE-t^2=0,\qquad E=\frac A2\pm\sqrt{\frac{A^2}{4}+t^2}.$$

The levels of each triangle are therefore

$$-u\pm\sqrt{u^2+t^2}\ \text{(once)},\qquad \frac u2\pm\sqrt{\frac{u^2}{4}+t^2}\ \text{(twice)}.$$

To find the gap, differentiate with respect to $A$:

$$\frac{dE}{dA}=\frac12\left(1\pm\frac{A/2}{\sqrt{A^2/4+t^2}}\right)>0 .$$

Both branches rise with $A$. The highest lower-branch level thus has $A=u$, and the lowest upper-branch level has $A=-2u$. Subtracting them gives

$$E_{\rm gap}=\sqrt{u^2+t^2}+\sqrt{t^2+\frac{u^2}{4}}-\frac{3u}{2}.$$

The first root exceeds $u$ and the second exceeds $u/2$, so the gap is positive whenever $t>0$. The two triangles have six lower levels in all, and twelve electrons fill them. Within this model the shell stays closed however large $u$ is.

The limits show what remains of the splitting. For $u\ll t$, expanding the roots gives $E_{\rm gap}\simeq2t-3u/2$. For $u\gg t$, the roots are approximately $u+t^2/(2u)$ and $u/2+t^2/u$, so $E_{\rm gap}\simeq3t^2/(2u)$. The gap is then positive but small. A closed shell alone does not guarantee inactivity; the gap must also be large enough. At $u=t$ about half of the original splitting $2t$ remains.

**Q.** A single vacancy has four dangling orbitals, which could make two pairs. Why is it different?

**A.** All four face the same site, so each orbital has three possible partners. Choose pairs (1,2) and (3,4), with hopping $-t$ inside a pair and $-t'$ across pairs. Form $S_{12}=(1+2)/\sqrt2$, $D_{12}=(1-2)/\sqrt2$, and likewise for 3 and 4.

Each difference has energy $+t$. Its cross couplings cancel because its two orbitals enter with opposite signs. Each sum has energy $-t$, and the two sums are coupled by

$$\langle S_{12}|H|S_{34}\rangle=\tfrac12\,(4)(-t')=-2t'.$$

The levels are $-t-2t'$, $-t+2t'$, $t$ and $t$. For $0\le t'<t$, four electrons fill the first two, and the gap is

$$t-(-t+2t')=2(t-t').$$

In the undistorted vacancy symmetry makes $t'=t$. The levels become $-3t,t,t,t$, and two electrons occupy a threefold level. Distortion can open a gap, but the pairs still compete for the same site. In the ring each pair has a site of its own.

**Q.** How strongly does geometry favour $t$ over $u$?

**A.** Write each dangling orbital as an sp³ hybrid, $h=(s+\sqrt3\,\mathbf p\cdot\mathbf n)/2$, where $\mathbf n$ is its direction. Let $\mathbf e$ be the unit vector from atom $a$ to atom $b$. The Slater–Koster rules give, at the bulk bond length $d_0$,

$$M_0=\frac14\Big[V_{ss}+\sqrt3V_{sp}(\mathbf e\cdot\mathbf n_b-\mathbf e\cdot\mathbf n_a)+3P\Big],$$

$$P=V_\sigma(\mathbf e\cdot\mathbf n_a)(\mathbf e\cdot\mathbf n_b)+V_\pi\,\mathbf n_a^\perp\cdot\mathbf n_b^\perp .$$

Here $V_\sigma$ and $V_\pi$ are the p–p hoppings along and across the line, and $\perp$ marks components normal to $\mathbf e$. I assume that hopping varies as length$^{-2}$, so $M=M_0(d_0/d)^2$.

Before relaxation, facing atoms and axial neighbours are equally far apart, at $d=0.3840$ nm. With $d_0=0.2352$ nm the length factor is 0.375. The difference between $t$ and $u$ is then one of direction alone.

For a facing pair, $\mathbf e\cdot\mathbf n_a=\sqrt{2/3}$ and $\mathbf e\cdot\mathbf n_b=-\sqrt{2/3}$. The normal components point to the same side, with product $1/3$. Using $V_{ss}=-2.075$, $V_{sp}=2.481$, $V_\sigma=2.716$ and $V_\pi=-0.715$ eV,

$$M_0=\tfrac14(-2.075-7.017-6.147)=-3.81\ {\rm eV},$$

so $t=0.375\times3.81=1.43$ eV. Parallel axial orbitals are normal to their connecting line, which leaves

$$M_0=\tfrac14(V_{ss}+3V_\pi)=\tfrac14(-2.075-2.145)=-1.055\ {\rm eV}$$

and $u=0.40$ eV. Facing orbitals couple 3.6 times more strongly at the same distance.

Direction can also outweigh distance. Eighteen other links among the twelve orbitals are longer, 0.450 nm, but better directed, and the same law gives them a strength of 0.69 eV, more than $u$. Including every link among the twelve orbitals lowers the unrelaxed gap from the triangle model's 2.33 eV to 0.96 eV. The shell is still closed.

**Q.** What happens when the atoms are allowed to move?

**A.** I used a softened Keating force field, which penalises changes of bond length and bond angle:

$$U=\frac{3\alpha}{16d_0^2}\sum_{\rm bonds}(r^2-d_0^2)^2+\frac{3\beta}{8d_0^2}\sum_{\rm angles}\left(\mathbf r\cdot\mathbf r'+\frac{d_0^2}{3}\right)^2 .$$

The constants are $\alpha=48.5$ and $\beta=13.8$ N/m, and each bond is counted once. The standard Keating form has $3\alpha/(8d_0^2)$ in front of the bond sum, so bond stretching here is half as stiff as it should be for silicon. With lattice constant $a=0.5431$ nm, a uniform strain gives a bulk modulus $(\alpha/2+\beta/3)/a=53$ GPa, whereas the standard form gives $(\alpha+\beta/3)/a=98$ GPa. The relaxed lengths and levels below belong to this softened model. With the standard form the relaxed pair distance is 0.254 nm instead of 0.259 nm, and the final frontier levels are 0.010 and 1.118 eV instead of $-0.014$ and 1.122 eV, so the softening does not decide the result. The six new bonds are included in the sums. Rebonding is thus an assumption of the geometry; this calculation does not show that it lowers the quantum-mechanical energy.

In a periodic cell of 216 sites, six of them empty, the pair distance shrinks from 0.384 to 0.259 nm. That is still 10% longer than a bulk bond. The pair hopping grows to $t=3.52$ eV, while $u$ falls to 0.20 eV.

The growth of $t$ has two parts. The length factor rises from 0.375 to $(0.2352/0.2586)^2=0.827$, a factor of 2.21. The remaining factor, $3.521/(1.429\times2.205)=1.12$, comes from better alignment of the hybrids. The pair-model gap becomes

$$3.527+3.522-0.303=6.75\ {\rm eV}.$$

With every link among the twelve orbitals included by the same law, it is 4.76 eV. The triangle model overstates the gap, but the shell remains closed.

**Q.** That is several times the band gap of silicon. Surely I should not look for levels at $\pm3.5$ eV?

**A.** No. Those energies belong to orbitals cut off from the crystal. In the crystal they lie among the bands, where a pair orbital mixes with extended states. The useful question is how the original gap level moves as pair hopping is introduced.

Consider one pair whose two orbitals are equivalent by symmetry, and let $H_0$ be the crystal without their direct hopping. Switching on a hopping $-\tau$ adds $+\tau|-\rangle\langle-|$ for the antibonding combination. The equation $(E-H_0)\psi=\tau|-\rangle\langle-|\psi\rangle$, divided by $E-H_0$ and projected on $|-\rangle$, gives

$$1=\tau G_-(E),\qquad G_-(E)=\sum_n\frac{|\langle-|n\rangle|^2}{E-E_n},$$

where $n$ labels the states of $H_0$. Near an original gap level $E_0$, the sum is dominated by $Z/(E-E_0)$, where $Z$ is that level's weight on $|-\rangle$. Hence $E\simeq E_0+Z\tau$ at first.

Between its poles $G_-$ falls steadily, because each term has a negative derivative. As $\tau$ grows, $1/\tau$ falls and the level rises. It enters the conduction band if $1/\tau$ drops below a positive $G_-(E_c)$ at the band edge $E_c$. If $G_-$ instead reaches zero inside the gap, the level can approach that energy but not pass it.

The bonding combination has $-\tau$ in place of $\tau$, and its level moves down by the same reasoning. Strong pairing therefore pushes levels towards the bands, but need not remove every level from the gap. The real ring has six coupled pairs with inequivalent partners, so its endpoint requires a full calculation.

**Q.** What does the full crystal give?

**A.** I used the sp³s* tight-binding model with Vogl parameters, which gives silicon a gap of 1.171 eV and hence a midgap of 0.586 eV. Energies below are measured from the bulk valence-band top.

The reference is the unrelaxed ring with direct pair hopping set to zero. Its twelve dangling levels lie between 0.39 and 0.71 eV, all within the central half of the gap. The highest filled level is at 0.491 eV and the lowest empty one at 0.504 eV. The ideal single vacancy, in the same model, has its partly filled threefold level at 0.523 eV. These values are for the 216-site cell. With 512 sites the vacancy level is at 0.515 eV and individual ring levels shift by up to 0.04 eV, but all twelve stay in the central half of the gap.

After relaxation and full pairing, the highest filled level is at $-0.014$ eV and the lowest empty one at 1.122 eV. No level remains in the central half of the gap. The small negative value reflects the finite cell: band states are slightly displaced by the defect, and the bulk edge remains at zero.

**Q.** You changed the positions and the hopping together. Which one cleared the gap?

**A.** One way to separate them is to hold the relaxed positions fixed and multiply the pair hopping, taken between all orbitals of the two atoms, by $\lambda$:

| $\lambda$ | highest filled (eV) | lowest empty (eV) |
|---|---:|---:|
| 0 | 0.064 | 0.109 |
| 0.25 | −0.007 | 0.451 |
| 0.50 | −0.007 | 0.784 |
| 0.75 | −0.010 | 1.037 |
| 1 | −0.014 | 1.122 |

The first row is instructive. Displacement alone moves the levels at the filling boundary from about 0.5 to about 0.1 eV.

Displacement has not cleared the gap, however. Filled and empty levels are only 0.045 eV apart, and six empty levels remain between 0.109 and 0.386 eV. The highest of them lies inside the central half of the gap; with 512 sites it is at 0.339 eV, still inside. Pair hopping opens the separation between filled and empty levels to 1.136 eV.

The opposite order is just as telling. At the unrelaxed positions, coupling all orbitals of each facing pair puts the highest filled level at 0.031 eV and the lowest empty one at 0.948 eV. Coupling only the dangling hybrids, with $t=1.43$ eV, gives $-0.036$ and 1.125 eV. Pair hopping thus clears the central half even without displacement; moving the atoms closer makes the hopping itself stronger.

The lowest empty level first rises by 0.342 eV while the pair hopping grows by $0.25\times3.52=0.88$ eV. The one-pair formula would read this as $Z\approx0.39$. That is only an average slope, not a measured weight, because the lowest empty state changes character on the way. At $\lambda=0$ it has comparable bonding and antibonding parts on the pairs; by $\lambda=0.25$ its part there is almost purely antibonding. The later slowing goes with a loss of that antibonding weight, from 0.58 at $\lambda=0.25$ to 0.10 at $\lambda=1$, as the level nears the conduction states.

**Q.** Has a real bond formed, or have you just moved two numbers on an energy axis?

**A.** The electron density matrix $\rho$, with both spins included, gives the hopping energy of a bond as $2\sum_{\mu\nu}\rho_{\mu\nu}H_{\mu\nu}$, where $\mu$ and $\nu$ run over the orbitals of its two atoms. It is $-7.73$ eV for a new pair and $-10.03$ eV for a typical ordinary bond in the same cell. The new bond has 77% of the normal hopping energy. These are not dissociation energies, since repulsion and changes elsewhere are left out.

The wavefunctions add a second indication. The highest filled state has 5.7% of its weight on the twelve defect atoms, equal to their share of the cell, so it shows no localisation there. The lowest empty state has 19.3%, about 3.4 times that share. A state partly localised on the defect therefore remains near the conduction edge.

**Q.** Is that empty state a shallow trap or part of the conduction band?

**A.** These cells do not settle it. A finite cell samples a limited set of bulk wavevectors, and its own undisturbed conduction edge is at 1.200 eV for 216 sites and 1.174 eV for 512. The defect calculation puts the lowest empty state at 1.122 and 1.134 eV respectively. Its depth below the matching edge thus falls from 0.078 to 0.040 eV. With 1000 sites the edge is at 1.204 eV and the level at 1.167 eV, a depth of 0.037 eV.

The absolute position of the empty level rises through the three cells and has not converged, and three other wavevectors of the 216-site cell give values from 1.167 to 1.202 eV. The value 1.122 eV is therefore uncertain by at least about 0.08 eV from the finite cell and its sampling. In all these calculations the level stays far from midgap. The absence of a midgap level is better established than the depth of any shallow one. Even a converged cell would not give that depth for real silicon, because the model's conduction valley differs from the real one. Its minimum lies 0.73 of the way to X, with longitudinal and transverse masses of 0.74 and 1.62 electron masses, against about 0.85, 0.92 and 0.19 in silicon. A transverse mass about eight times too heavy makes binding near the edge easier in the model than in the crystal.

**Q.** How would this appear in a leakage measurement?

**A.** Take a depleted region, where free carriers are too scarce to be captured. Let a defect level lie an energy $\Delta$ above midgap, take midgap as the intrinsic Fermi level, and assume the same capture coefficient $c$ for electrons and holes. With $n_i$ the intrinsic carrier density, detailed balance gives the emission rates

$$e_n=cn_i e^{\Delta/kT},\qquad e_p=cn_i e^{-\Delta/kT}.$$

If $f$ is the electron occupancy, steady state requires $e_nf=e_p(1-f)$, so $f=e_p/(e_n+e_p)$. The generation rate per defect is

$$g=e_nf=\frac{e_ne_p}{e_n+e_p}=\frac{cn_i}{2\cosh(\Delta/kT)} .$$

Relative to a midgap level with the same $c$, the rate is reduced by $1/\cosh(\Delta/kT)$. Here $\Delta=1.122-0.586=0.536$ eV, and $kT=0.0259$ eV at 300 K. The factor is about $2\times10^{-9}$; the level found in the 1000-site cell would make it about $3\times10^{-10}$. Both figures use the model's gap, which is that of cold silicon. With a room-temperature gap of 1.12 eV, and a level that keeps its distance from the conduction edge, the first would be about $5\times10^{-9}$.

That number describes thermal generation through this one level. It does not say that the defect fails to scatter carriers, or that it captures none when many are injected.

**Q.** How much of this survives the approximations?

**A.** The largest tested change in the electronic model is the direct coupling between different pairs, which the nearest-neighbour crystal omits. Adding it between neighbouring axial atoms, for all their orbitals and with the same length$^{-2}$ law, lowers the empty level to 0.984 eV. Adding also the eighteen slightly shorter links that involve equatorial atoms lowers it to 0.908 eV; coupling only the dangling hybrids along all these links gives 1.042 eV. Take the largest change. The level is then 0.32 eV from midgap, and the generation factor rises to about $8\times10^{-6}$; with 512 sites the level is at 0.926 eV and the factor is about $4\times10^{-6}$. This coupling extends a bond-length law to atoms 0.41 to 0.43 nm apart, so its size is uncertain.

The other changes are smaller. Halving the stiffness of the new bonds, and reducing the angle terms that contain them accordingly, lengthens the pairs to 0.279 nm and puts the empty level at 1.088 eV. Replacing the inverse-square hopping law by an inverse-cube law gives 1.120 eV.

Charging is a more serious omission. With a rough relative permittivity of 11.7 and the defect's radius $R=0.371$ nm, the screened scale is

$$\frac{e^2}{4\pi\varepsilon_0\varepsilon_rR}=0.33\ {\rm eV}.$$

The levels above are one-electron energies of a neutral defect, not measured charge-transition energies. Electron repulsion and relaxation after capture can shift the latter in opposite directions. Lowering 1.122 eV by the full 0.33 eV would leave a level 0.20 eV above midgap. Doing the same after adding all the couplings between pairs described above would leave it about 0.01 eV from midgap. I do not predict such a shift, but this model cannot exclude it; a self-consistent calculation of the charged defect is needed.

**Q.** What should I conclude about a real irradiated or annealed sample?

**A.** The model's gap is close to that of cold silicon; at room temperature the real gap is roughly 1.1 eV, a change of several hundredths of an eV. The pair length depends on the force field, and the range 0.25–0.28 nm covers the force-field variants tried here, not a measured interval.

The calculation also assumes that every ring is complete, neutral and fully paired. Nearby damage, an impurity or a trapped charge may prevent that. As a measure of the consequence, weakening all six pair hoppings to half strength at fixed positions puts the lowest empty level at 0.784 eV, 0.20 eV from midgap. The generation factor is then about $10^{-3}$ instead of $2\times10^{-9}$. A single damaged pair among five good ones is enough to bring a level back towards midgap. At half strength it puts the lowest empty level at 0.834 eV, with a generation factor of about $10^{-4}$; at quarter strength it puts it at 0.511 eV (0.502 eV with 512 sites), within 0.09 eV of midgap, and the factor is about 0.1.

A weak deep-level signal is therefore compatible with rebonded rings, but does not identify them: it could also mean that few defects are present. The numerical output below lists many, though not all, of the levels and sensitivities used here.

## Values computed for the example and the checks

```
Lattice constant: 0.5431 nm
Bulk bond length: 0.2352 nm
Keating alpha, beta: 48.5 13.8 N/m
On-site s, p, s*: -4.200 1.715 6.685 eV
Hopping ss, sp, s*p, pp-sigma, pp-pi: -2.075 2.481 2.327 2.716 -0.715 eV
Bulk gap, midgap: 1.171 0.586 eV
Folded conduction edge, 216 and 512 sites: 1.200 1.174 eV
Dangling orbitals, facing pairs, axial links: 12 6 6
Pair distance before, after: 0.3840 0.2586 nm
Closest other distance among the 12, after: 0.4142 nm
Pair model t, u, unrelaxed: 1.429 0.396 eV
Pair model t, u, relaxed: 3.521 0.202 eV
Pair model filled-empty gap, unrelaxed, relaxed: 2.331 6.746 eV
Ideal single vacancy, threefold level: 0.523 0.523 0.523 eV
Unpaired ring, 12 levels around filling: 0.389 0.389 0.426 0.426 0.427 0.491 0.504 0.504 0.551 0.551 0.614 0.713 eV
Unpaired ring, highest filled, lowest empty: 0.491 0.504 eV
Relaxed, pair hopping x 0.00: filled, empty, gap: 0.064 0.109 0.045 eV
Relaxed, pair hopping x 0.25: filled, empty, gap: -0.007 0.451 0.459 eV
Relaxed, pair hopping x 0.50: filled, empty, gap: -0.007 0.784 0.790 eV
Relaxed, pair hopping x 0.75: filled, empty, gap: -0.010 1.037 1.046 eV
Relaxed, pair hopping x 1.00: filled, empty, gap: -0.014 1.122 1.136 eV
Levels in central half of gap, unpaired, rebonded: 12 0
Rebonded ring, 12 levels around filling: -0.580 -0.474 -0.474 -0.036 -0.014 -0.014 1.122 1.187 1.187 1.197 1.197 1.246 eV
Weight on 12 atoms, filled, empty: 0.057 0.193 (fraction)
Share of 12 atoms in the cell: 0.057 (fraction)
Bond energy, pair and normal: -7.732 -10.028 eV
Bond energy ratio: 0.771 (ratio)
512 sites: filled, empty: -0.003 1.134 eV
Shift 216 to 512: filled, empty: 0.011 0.012 eV
512 sites: pair distance: 0.2577 nm
Half-stiff pair bonds: distance: 0.2785 nm
Half-stiff pair bonds: filled, empty: -0.025 1.088 eV
Inverse-cube hopping: filled, empty: -0.007 1.120 eV
Axial coupling added: filled, empty: 0.014 0.984 eV
Relative permittivity (rough): 11.7 
Rms radius of the 12 atoms: 0.371 nm
Screened charging energy scale: 0.332 eV
Thermal energy at 300 K: 0.0259 eV
Nearest level or band edge to midgap, distance: 0.536 eV
Generation relative to midgap level: 1.95e-09 (ratio)
```
